\section*{The superconducting transition temperature in the two-square-well Eliashberg model, part 2}

The problem is $T_c$ in a two-square-well model of the isotropic Eliashberg equations. Units are $\hbar=k_B=1$, and $\omega_n=\pi T(2n+1)$. Linearised in the gap $\Delta_n$, with renormalisation function $Z_n$, the equations are
\begin{align}
Z_n&=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\,\mathrm{sgn}\,\omega_m, \label{Zlin}\\
Z_n\Delta_n&=\pi T\sum_m\big[\lambda(n-m)-\mu\,\theta(E-|\omega_m|)\big]\frac{\Delta_m}{|\omega_m|}. \label{gaplin}
\end{align}
Here $\mu$ is the Coulomb repulsion, $E$ its electronic cutoff, and $\lambda(l)=2\int_0^\infty d\omega\,\alpha^2F(\omega)\,\omega/[\omega^2+(2\pi Tl)^2]$ the phonon attraction, with $\lambda\equiv\lambda(0)$. For any spectrum and $n\ge0$,
\begin{equation}
Z_n=1+\frac{1}{2n+1}\sum_{l=-n}^{n}\lambda(l). \label{Zexact}
\end{equation}

In the gap equation the model takes the attraction as $\lambda$ when both frequencies are inside ($|\omega_n|<\omega_c$), and zero otherwise. Outside means $\omega_c\le|\omega_n|<E$. In $Z$ it uses a well of width $\omega_c$ in the frequency transfer, so $Z_n=1+\lambda$ inside and $\omega_nZ_n/2\pi T=n+\tfrac12+s$ outside (positive frequencies), with $s=\lambda(l_c+\tfrac12)$, $l_c=\lceil x\rceil-1$ and $x=\omega_c/2\pi T$.

$N$ and $N_E$ count the positive frequencies below $\omega_c$ and $E$. The sums are $L=\sum_{n=0}^{N-1}1/(n+\tfrac12)$ and $M=\sum_{n=N}^{N_E-1}2\pi T/(\omega_nZ_n)$. With $\Delta_n=\Delta_1$ inside and $Z_n\Delta_n=\phi_2$ outside,
\begin{align}
(1+\lambda)\Delta_1&=(\lambda-\mu)L\Delta_1-\mu M\phi_2, \label{in}\\
\phi_2&=-\mu L\Delta_1-\mu M\phi_2. \label{out}
\end{align}
\begin{equation}
\phi_2=-\mu^*L\Delta_1,\qquad \mu^*=\frac{\mu}{1+\mu M}. \label{mus}
\end{equation}
Subtracting \eqref{out} from \eqref{in} gives
\begin{equation}
1+\lambda=(\lambda-\mu^*)L. \label{crit}
\end{equation}
Because $L$ and $M$ jump with $T$, $T_c$ is defined as the least upper bound of the temperatures at which $L(\lambda-\mu^*)\ge1+\lambda$.

For large $x$, with $\gamma$ Euler's constant, $N+s=(1+\lambda)x+\eta$ and $N_E+s=(E/\omega_c+\lambda)x+\eta'$, where $|\eta|,|\eta'|\le(1+\lambda)/2$, and
\begin{equation}
L=\ln\big(4e^{\gamma}x\big)+O(1/x)=\ln\frac{2e^\gamma\omega_c}{\pi T}+O(1/x),\qquad\frac{2e^\gamma}{\pi}=1.13387. \label{Lasym}
\end{equation}
\begin{equation}
M=\ln\frac{E+\lambda\omega_c}{(1+\lambda)\omega_c}+O(1/x). \label{Masym}
\end{equation}
Setting $Z=1$ outside gives $M=\ln(E/\omega_c)$ instead. For $x\gg1$ and $\lambda>\mu^*$,
\begin{equation}
T_c=\frac{2e^\gamma}{\pi}\,\omega_c\exp\Big[-\frac{1+\lambda}{\lambda-\mu^*}\Big],\qquad\mu^*=\frac{\mu}{1+\mu M}, \label{Tc}
\end{equation}
with $M$ from \eqref{Masym}.

\section{Accuracy within the model}

\noindent\textit{Q.} You dropped terms of order $1/x$ in a quantity that sits in an exponent. How large is the damage?

\noindent\textit{A.} Let $G(x)=L(\lambda-\mu^*)-(1+\lambda)$ with the discrete sums and $G_0(x)$ the same with the limits \eqref{Lasym} and \eqref{Masym}. If $x_f$ is the value of $x$ at the temperature $T_f$ given by \eqref{Tc}, then $G_0(x)=(\lambda-\mu^*)\ln(x/x_f)$. At the true $T_c$, $G$ is negative just above and not negative just below, while $G_0$ is continuous, so $|G_0|$ there cannot exceed the largest $|G-G_0|$. To first order in the errors $\delta L$ and $\delta M$, and with $d\mu^*/dM=-\mu^{*2}$,
\begin{equation}
|G-G_0|\lesssim(\lambda-\mu^*)|\delta L|+L\mu^{*2}|\delta M| .
\end{equation}
The leading errors are $\ln(N/x)$ and $\ln[(N+s)/((1+\lambda)x)]$. Each has magnitude at most $-\ln(1-1/2x)\le1/(2x-1)$, by $-\ln(1-u)\le u/(1-u)$. The error from $\eta'$ is at most about $(1+\lambda)/[2x(E/\omega_c+\lambda)]$, which is smaller than this bound by a factor $(1+\lambda)\omega_c/(E+\lambda\omega_c)$, and it is neglected. Since $T_c/T_f=x_f/x$,
\begin{equation}
\Big|\ln\frac{T_c}{T_f}\Big|\lesssim\frac{1}{2x-1}\Big[1+\frac{L\mu^{*2}}{\lambda-\mu^*}\Big], \label{err}
\end{equation}
an error of order $\pi T_c/\omega_c$ relative to $T_f$. It is an estimate of the largest error to leading order in $1/x$, and the actual error depends on where the steps fall. The numerical check, together with its output, diagonalises the matrix built from the kernels and asserts \eqref{err} in each of these cases:
\begin{center}
\begin{tabular}{cccccc}
$\lambda$&$\mu$&$E/\omega_c$&$x$&$\ln(T_c/T_f)$&estimate\\
0.60&0.2&10&4.50&$+0.050$&0.145\\
0.50&0.2&10&9.50&$-0.002$&0.069\\
0.40&0.2&10&32.50&$-0.003$&0.022\\
0.40&0.2&10&28.50&$+0.009$&0.025\\
0.25&0&2&20.50&$+0.016$&0.025\\
0.55&0.6&50&10.67&$+0.024$&0.072
\end{tabular}
\end{center}
The fourth row has $Z=1$ outside. The last has $\lambda<\mu$ and $\mu^*=0.194$. In the third row the program also asserts that three rival forms, with prefactor one, without $1+\lambda$, or with $M=\ln(E/\omega_c)$, each miss the matrix result by more than twice the estimate.

\noindent\textit{Q.} Five of the six values of $x$ are half-integers. That looks like an artefact.

\noindent\textit{A.} It is one, caused by the sharp edges. $G$ is piecewise constant and changes only when $N$, $N_E$ or $l_c$ changes. A step in $l_c$ raises $s$, lowers $M$ and so lowers $G$, and cannot start the instability. A step in $N$, at half-integer $x$, adds $1/(N+\tfrac12)$ to $L$ and removes $1/(N+\tfrac12+s)$ from $M$, so $G$ changes by about $(\lambda-\mu^*)/(N+\tfrac12)-L\mu^{*2}/(N+\tfrac12+s)$, which is positive for the parameters of every row. A step in $N_E$, at half-integer $xE/\omega_c$, adds only about $1/N_E$ to $M$. The large steps account for five rows. The last row crosses on a small step: $50\times10.67=533.5$.

\section{Relation to McMillan's formula and to real spectra}

\noindent\textit{Q.} McMillan's formula has the form $a\,\omega\exp\{-b(1+\lambda)/[\lambda-\mu^*(1+c\lambda)]\}$, with $\omega$ a phonon scale and fitted constants $a,b,c$. Your result has $c=0$. What was thrown away?

\noindent\textit{A.} The phonon coupling between inside and outside, and that among outside frequencies. Restore part of the first. For a single phonon mode at $\omega_c$ the attraction from an outside frequency $\omega_m$ to a small inside frequency is $\lambda/(1+\omega_m^2/\omega_c^2)$. Add this to \eqref{in} only, and take $Z=1$ outside. The new term is $\lambda c\,\phi_2$, where for large $x$, with $u=\omega/\omega_c$, $R=E/\omega_c$ and $1/[u(1+u^2)]=1/u-u/(1+u^2)$,
\begin{equation}
c=\int_1^{R}\frac{du}{u(1+u^2)}=\Big[\ln\frac{u}{\sqrt{1+u^2}}\Big]_1^R=\tfrac12\ln2-\tfrac12\ln\big(1+R^{-2}\big).
\end{equation}
Equations \eqref{out} and \eqref{mus} are unchanged. The subtraction now gives $(1+\lambda)\Delta_1=\lambda L\Delta_1+(1+c\lambda)\phi_2$, so
\begin{equation}
1+\lambda=L\,[\lambda-\mu^*(1+c\lambda)] .
\end{equation}
In this one-way version the attraction acts on a gap of opposite sign and therefore works against pairing. Here $c=0.342$ at $R=10$ and $0.347$ for $R\to\infty$, and the determinant of the modified matrix is tested against this form. The kernel so modified is not symmetric. If the reverse coupling, from inside to outside, is treated in the same way and added to \eqref{out}, then with $t(u)=1/(1+u^2)$ the outside solution is $\phi(u)=L\Delta_1[\lambda t(u)-\mu^*(1+c\lambda)]$, and the square bracket in the condition becomes $\lambda+\lambda^2d-\mu^*(1+c\lambda)^2$ with $d=\int_1^Rt^2\,du/u$. The gap can then stay positive just above $\omega_c$, and the phonon tail helps pairing when $\lambda^2d>\mu^*[(1+c\lambda)^2-1]$, that is when $\mu^*<\lambda d/(2c+c^2\lambda)$. At $R=10$, $d=c-\tfrac14+\tfrac1{2(1+R^2)}=0.0965$, so for $\lambda=0.5$ this needs $\mu^*<0.065$. At $\mu^*=0.13$ the tail still works against pairing. The one-way argument thus shows how a term $\mu^*c\lambda$ can arise, and it does not predict the fitted $c$.

\noindent\textit{Q.} Then is $\omega_c$ a phonon frequency, and is 1.13 a number I can use?

\noindent\textit{A.} Neither. Take an Einstein spectrum $\alpha^2F=\tfrac12\lambda\omega_E\,\delta(\omega-\omega_E)$, so that $\lambda(l)=\lambda K(2\pi Tl)$ with $K(\nu)=1/(1+\nu^2)$ in units $\omega_E=1$, and set $\mu=0$. Write $Z_n=1+\lambda z_n$, where $z_0=1$ by \eqref{Zexact}, and $f_n=\Delta_n/\Delta_0$ for an even gap. Dividing \eqref{gaplin} by $\lambda\Delta_0$ and folding the negative frequencies over,
\begin{equation}
\Big(\frac1\lambda+z_n\Big)f_n=\sum_{m\ge0}\frac{\bar K(\omega_n,\omega_m)f_m}{m+\frac12},\qquad\bar K(\omega,\omega')=\tfrac12\big[K(\omega-\omega')+K(\omega+\omega')\big]. \label{ein}
\end{equation}
At small $\lambda$, $T_c$ is exponentially small, and $\bar K(\omega_0,\omega')=K(\omega')+O(T^2)$. Subtract $K(\omega_n)$ times the $n=0$ equation and multiply by $\lambda$:
\begin{equation}
f(\omega)-K(\omega)=\lambda\Big\{K(\omega)-z(\omega)f(\omega)+\int_0^\infty\frac{d\omega'}{\omega'}\big[\bar K(\omega,\omega')-K(\omega)K(\omega')\big]f(\omega')\Big\}.
\end{equation}
The bracket in the integral is even in $\omega'$ and zero at $\omega'=0$, so it vanishes as $\omega'^2$. There is no logarithm, and the sum may be written as an integral. The braces are of order one and vanish at $\omega=0$. Hence $f=K+O(\lambda)$, and the correction adds no logarithm to the $n=0$ equation, which reads $1/\lambda+1=\sum_{m\ge0}K(\omega_m)^2/(m+\tfrac12)+O(\lambda)$. Split the sum at $\epsilon$ with $T\ll\epsilon\ll1$. Below $\epsilon$, $K\simeq1$ and \eqref{Lasym} gives $\ln(2e^\gamma\epsilon/\pi T)$. Above it, use $1/[u(1+u^2)^2]=1/u-u/(1+u^2)-u/(1+u^2)^2$:
\begin{equation}
\int_\epsilon^\infty\frac{du}{u(1+u^2)^2}=\Big[\ln\frac{u}{\sqrt{1+u^2}}+\frac{1}{2(1+u^2)}\Big]_\epsilon^\infty=-\ln\epsilon-\tfrac12+O(\epsilon^2).
\end{equation}
Adding the parts, $\epsilon$ cancels and
\begin{equation}
T_c=\frac{2e^{\gamma-1/2}}{\pi}\,\omega_E\exp\Big[-\frac{1+\lambda}{\lambda}\Big]\,[1+O(\lambda)],\qquad\frac{2e^{\gamma-1/2}}{\pi}=0.688 .
\end{equation}
At $\mu=0$ and $\lambda\to0$ the exponent of \eqref{Tc} survives, with $\omega_c=e^{-1/2}\omega_E=0.607\,\omega_E$. Numerical solution of \eqref{ein} at $T_c/\omega_E=10^{-3},10^{-4},10^{-5}$ gives $\lambda=0.179,\ 0.127,\ 0.098$. The cutoff that makes \eqref{Tc} reproduce each $T_c$ has $\ln(\omega_c/\omega_E)=-0.441,\ -0.457,\ -0.466$, and a quadratic extrapolation in $\lambda$ reaches $-0.500$ at $\lambda=0$. The largest value of $|f-K|$ falls as $0.066,\ 0.047,\ 0.037$, nearly in proportion to $\lambda$.

\noindent\textit{Q.} What about the two ends of the coupling range?

\noindent\textit{A.} At weak coupling and $\mu=0$, $(1+\lambda)/\lambda=1/\lambda+1$, so \eqref{Tc} is the BCS expression $1.13\,\omega_c e^{-1/\lambda}$ times $e^{-1}$. The mass renormalisation leaves this factor however small $\lambda$ is. At strong coupling the exponent tends to $-1$, and \eqref{Lasym} then gives $x=\exp(1-1.96)<\tfrac12$, so no frequency lies in the well and the formula contradicts its own premise. In the model itself $L=0$ for $x\le\tfrac12$, so the transition cannot lie below $x=\tfrac12$, and $T_c$ cannot exceed $\omega_c/\pi$. The Einstein problem has no such ceiling. The substitution $f_n=y_n\sqrt{n+\tfrac12}$ turns \eqref{ein} into a symmetric eigenproblem $Sy=y/\lambda$ with $S_{nm}=\bar K/\sqrt{(n+\frac12)(m+\frac12)}-z_n\delta_{nm}$. Its top eigenvalue is at least the diagonal element $S_{00}=K(0)+K(2\pi T)-1=K(2\pi T)$, so the normal state is unstable whenever $\lambda K(2\pi T)\ge1$. This gives the lower bound $T_c\ge(\omega_E/2\pi)\sqrt{\lambda-1}$ at $\mu=0$, which grows without limit.

\section{A numerical case}

\noindent\textit{Q.} Put numbers in, and show me which ingredient matters most.

\noindent\textit{A.} Take round model parameters, in meV because these energies are far below a hartree: $\omega_c=20$ meV, $E=2000$ meV, $\lambda=0.5$, $\mu=0.3$. Then $Z=1.5$ inside and
\begin{align}
M&=\ln\frac{2000+0.5\times20}{1.5\times20}=\ln 67=4.2047,\\
\mu^*&=\frac{0.3}{1+0.3\times4.2047}=0.1327,\qquad\lambda-\mu^*=0.3673,\\
L&=\frac{1.5}{0.3673}=4.083,\qquad e^{-L}=0.01685,\\
T_c&=1.134\times20\times0.01685=0.382\ \text{meV}.
\end{align}
Dividing by $k_B=0.086173$ meV/K gives $4.4$ K. Here $x=8.33$ and $\phi_2/\Delta_1=-0.1327\times4.083=-0.54$. Diagonalisation gives $0.3745$ meV, or $4.3$ K, at $x=8.50$, where the ninth frequency enters the well ($N=9$, $N_E=850$). The discrete sums there are $L=4.1612$, $M=4.1660$ and $\mu^*=0.1333$, so $L(\lambda-\mu^*)=4.1612\times0.3667=1.526$, above $1.5$. Just before the step, $L=4.1612-1/8.5=4.044$, and with $s=0.5\times8.5=4.25$ the sum $M$ is larger by $1/12.75$, namely $4.244$. Then $\mu^*=0.132$ and the product is $4.044\times0.368=1.488$, below $1.5$. The matrix result lies about 2\% below the formula ($\ln$ of the ratio $-0.020$), within the estimate
\begin{equation}
\frac{1+4.083\times0.1327^2/0.3673}{2\times8.5-1}=0.075 .
\end{equation}
As for the ingredients, setting $Z=1$ outside gives $M=4.605$, $\mu^*=0.126$ and $T_c=0.411$ meV, 8\% above the $0.382$ meV found with the consistent $Z$. Dropping $1+\lambda$ gives $1.49$ meV, about four times the formula value. Using the bare $\mu$ in place of $\mu^*$ gives $0.0125$ meV, about thirty times smaller. For $\mu=0$ and the same $\lambda$, the formula gives $1.13$ meV (the discrete model needs $L\ge3$, first reached by $2+\tfrac23+\tfrac25$ at $x=2.5$, that is $20/(5\pi)=1.27$ meV), while the Einstein kernel with $\omega_E=20$ meV gives $0.79$ meV. The ratio of the Einstein value to the formula value, $0.70$, lies above its weak-coupling limit $0.607$, on the same side as the three small-$\lambda$ values. The step error relative to the formula, 2\% at $\mu=0.3$ and 13\% at $\mu=0$, is smaller than the 30\% by which the Einstein result falls below the formula at $\mu=0$ when $\omega_c$ is identified with the phonon frequency, so $T_c$ from \eqref{Tc} deserves no more digits than the choice of $\omega_c$ supports. That choice is not a fixed fraction of the phonon frequency. With the Coulomb term of this example, $\mu=0.3$ and $E=2000$ meV, the Einstein kernel in \eqref{Zlin} and \eqref{gaplin} gives about $0.15$ meV, only $0.39$ of the formula value, and the cutoff that makes \eqref{Tc} reproduce it is about $0.33\,\omega_E$, against $0.70\,\omega_E$ at $\mu=0$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
2 e^gamma/pi = 1.13387; gamma + 2 ln 2 = 1.96351
band integral at wc/E=0.01: 4.61154; ln(E/wc) = 4.60517
remainder r_N at N=5: 0.001655; 1/(24 N^2) = 0.001667
x=7.3, mu=0.2, E/wc=10: critical lam = 0.53712, phi2/D1 = -0.56317, -mus L = -0.56317
lam  mu  E/wc Z_out |  mus     x     Tc/wc matrix  formula  ln ratio  estimate
0.60 0.2  10 well | 0.1451   4.50 0.035368 0.033649 +0.0498 0.1454
0.50 0.2  10 well | 0.1440   9.50 0.016753 0.016781 -0.0017 0.0692
0.40 0.2  10 well | 0.1427  32.50 0.004897 0.004910 -0.0026 0.0224
0.40 0.2  10 1    | 0.1369  28.50 0.005584 0.005537 +0.0085 0.0246
0.25 0.0   2 well | 0.0000  20.50 0.007764 0.007640 +0.0161 0.0250
0.55 0.6  50 well | 0.1941  10.67 0.014916 0.014555 +0.0245 0.0718
tail coefficient c at E/wc=10: 0.3416; (1/2) ln 2 = 0.3466
Einstein Tc/wE=1e-03: lam = 0.17880, ln(wc_eff/wE) = -0.4406, max|D/D0-K| = 0.0658
Einstein Tc/wE=1e-04: lam = 0.12692, ln(wc_eff/wE) = -0.4570, max|D/D0-K| = 0.0474
Einstein Tc/wE=1e-05: lam = 0.09831, ln(wc_eff/wE) = -0.4663, max|D/D0-K| = 0.0370
extrapolated ln(wc_eff/wE) = -0.4999; quadrature constant = -0.5000; exp(-1/2) = 0.6065
weak-coupling Einstein prefactor 2 e^(gamma-1/2)/pi = 0.6877
example: wc = 20 meV, E = 2000 meV, lam = 0.5, mu = 0.3, k_B = 0.086173 meV/K
Z inside = 1.500; M = 4.2047; mus = 0.1327; lam-mus = 0.3673
L = 4.0834; exp(-L) = 0.01685; phi2/D1 = -0.5417
Tc formula = 0.3821 meV = 4.434 K; x = 8.330
Tc matrix = 0.3745 meV = 4.346 K; x = 8.500; N = 9; N_E = 850
discrete sums at matrix Tc: L = 4.1612, M = 4.1660, mus = 0.1333
ln(matrix/formula) = -0.0202; error estimate = 0.0747
Z=1 outside: M = 4.6052, mus = 0.1260, L = 4.0104, Tc = 0.4111 meV
without 1+lam: Tc = 1.4905 meV
bare mu in place of mus: Tc = 0.01254 meV
mu=0, lam=0.5, wE=wc: Einstein Tc = 0.7886 meV, model Tc = 1.1290 meV, ratio = 0.6985
\end{verbatim}
